# Thermal capture of carriers by a like-charged defect

## Question

I am working on the capture of an electron by a defect that is already negatively charged. The exercise asks me to average the repulsive Sommerfeld factor over a thermal distribution by steepest descent, and to show that the capture coefficient scales "mainly" as

$$\exp\left[-3\left(\frac{\pi^2Z^2\,\mathrm{Ry}^*}{kT}\right)^{1/3}\right],$$

with $\mathrm{Ry}^*$ the effective Rydberg.

I know that the repulsion lowers the electron density at the defect, roughly by $\exp(-2\pi Z\sqrt{\mathrm{Ry}^*/E})$. If I put $E=kT$ there, I get $T^{-1/2}$ in the exponent, not $T^{-1/3}$. Where does the cube root come from? What does "mainly" hide, and can I use the exponential alone for a real number, say for a doubly negative acceptor in a wide-gap semiconductor at room temperature?

## Answer

The cube root appears because the electrons that are captured do not have energy $kT$. Slow electrons are numerous but hardly penetrate the barrier; fast ones penetrate it but are rare. The average is controlled by a compromise energy, which itself depends on temperature.

### The model

The defect is a static point charge $Ze$ before capture, of the same sign as the carrier, with $Z>0$. The carrier has an isotropic mass $m^*$ (in free-electron masses), and the medium has static relative permittivity $\varepsilon$. The natural units are

$$\mathrm{Ry}^*=\mathrm{Ry}\,\frac{m^*}{\varepsilon^2},\qquad a^*=a_0\,\frac{\varepsilon}{m^*}.$$

The capture event itself is short-ranged. By the golden rule its rate is then proportional to the carrier density at the defect. Let $C_0$ be the capture coefficient (rate per defect and per unit carrier density) for an undistorted plane wave, and assume that it does not depend on energy. Then

$$C(E)=C_0\,s(E),$$

where $s$ is the density at the defect relative to that of the plane wave. A partial wave of angular momentum $l$ vanishes as $r^l$ at the origin, so only $l=0$ contributes.

### The Sommerfeld factor

With $r$ in $a^*$ and $E=k^2$ in $\mathrm{Ry}^*$, the radial function $u=r\psi$ obeys

$$u''=\left(\frac{2Z}{r}-k^2\right)u .$$

Take the regular solution with $u'(0)=1$, and call its far amplitude $A$. Without the charge it would be $\sin(kr)/k$, with amplitude $1/k$. To give both waves the same incident amplitude, $u$ must be multiplied by $1/(kA)$. Hence

$$s=\frac{1}{(kA)^2}.$$

To find $A$, write $u=r\,e^{ikr}w(z)$ with $z=-2ikr$ and $\eta=Z/k$. Substitution gives

$$r\frac{d^2w}{dr^2}+(2+2ikr)\frac{dw}{dr}+(2ik-2Z)w=0 .$$

Using $d/dr=-2ik\,d/dz$ and dividing by $-2ik$,

$$z\,w_{zz}+(2-z)\,w_z-(1+i\eta)\,w=0 .$$

Try $w=N\int_0^1e^{zt}\phi(t)\,dt$. The equation requires $\int_0^1 e^{zt}[-zt(1-t)+2t-1-i\eta]\phi\,dt=0$. Integrating the term with $z$ by parts turns this into

$$\frac{d}{dt}\left[t(1-t)\phi\right]=(1+i\eta-2t)\,\phi ,$$

which is solved by $\phi=t^{i\eta}(1-t)^{-i\eta}$; the boundary terms vanish. The condition $w(0)=1$ fixes $N$ through a beta integral:

$$\frac1N=\Gamma(1+i\eta)\Gamma(1-i\eta)=|\Gamma(1+i\eta)|^2=\frac{\pi\eta}{\sinh\pi\eta}.$$

At large $r$ the integrand oscillates rapidly and the two end points dominate. Near $t=0$,

$$\int_0 t^{i\eta}e^{-2ikrt}dt\simeq\frac{\Gamma(1+i\eta)}{(2ikr)^{1+i\eta}}
=\frac{\Gamma(1+i\eta)\,e^{\pi\eta/2}}{2ikr}\,(2kr)^{-i\eta},$$

because $i^{-i\eta}=e^{\pi\eta/2}$. The end $t=1$ gives, in the same way,

$$-\,e^{-2ikr}\,\frac{\Gamma(1-i\eta)\,e^{\pi\eta/2}}{2ikr}\,(2kr)^{i\eta}.$$

After multiplication by $N r e^{ikr}$ the two pieces are complex conjugates of each other and add up to a sine:

$$u\to\frac{e^{\pi\eta/2}}{k\,|\Gamma(1+i\eta)|}\,\sin\left(kr-\eta\ln 2kr+\arg\Gamma(1+i\eta)\right).$$

The factor in front is $A$, so

$$s=|\Gamma(1+i\eta)|^2e^{-\pi\eta}=\frac{\pi\eta\,e^{-\pi\eta}}{\sinh\pi\eta}
=\frac{2\pi\eta}{e^{2\pi\eta}-1},\qquad \eta=Z\sqrt{\frac{\mathrm{Ry}^*}{E}} .$$

### The thermal average

For non-degenerate carriers, with $x=E/kT$,

$$\langle s\rangle=\frac{2}{\sqrt\pi}\int_0^\infty\sqrt{x}\,e^{-x}s\,dx .$$

Define

$$\theta=\frac{Z^2\mathrm{Ry}^*}{kT},\qquad \tau=(\pi^2\theta)^{1/3}.$$

Since $\tau^{3/2}=\pi\sqrt\theta$, the barrier exponent is $2\pi\eta=2\tau^{3/2}/\sqrt x$. Now expand

$$\frac{1}{e^{2\pi\eta}-1}=e^{-2\pi\eta}+e^{-4\pi\eta}+\dots$$

and keep the first term. The $\sqrt x$ from the density of states cancels the $1/\sqrt x$ in $\eta$:

$$\langle s\rangle\simeq\frac{4\tau^{3/2}}{\sqrt\pi}\int_0^\infty e^{-f(x)}dx,\qquad f(x)=x+\frac{2\tau^{3/2}}{\sqrt x}.$$

The minimum of $f$ follows from

$$f'(x)=1-\frac{\tau^{3/2}}{x^{3/2}}=0\quad\Rightarrow\quad x=\tau .$$

There

$$f(\tau)=\tau+2\tau=3\tau,\qquad f''(\tau)=\frac32\,\frac{\tau^{3/2}}{\tau^{5/2}}=\frac{3}{2\tau}.$$

This is the cube root you were missing. One third of the exponent is the Boltzmann cost of having the energy $E_G=\tau kT$, and two thirds are the tunnelling cost at that energy. Replacing $f$ by its parabola gives a Gaussian integral $\sqrt{2\pi/f''}=\sqrt{4\pi\tau/3}$, and therefore

$$\langle s\rangle\simeq\frac{4\tau^{3/2}}{\sqrt\pi}\cdot2\sqrt{\frac{\pi\tau}{3}}\;e^{-3\tau}
=\frac{8}{\sqrt3}\,\tau^2e^{-3\tau},\qquad C=C_0\langle s\rangle .$$

### How good is the parabola?

The window of contributing energies has the width $kT\sqrt{2\tau/3}$, which is $\sqrt{2/(3\tau)}$ relative to $E_G$. It narrows slowly, so the next correction is worth having. Put $x=\tau(1+q)$:

$$f=\tau\left(3+\frac34q^2-\frac58q^3+\frac{35}{64}q^4-\dots\right).$$

Under the Gaussian weight $\langle q^2\rangle=\sigma^2=2/(3\tau)$, $\langle q^4\rangle=3\sigma^4$ and $\langle q^6\rangle=15\sigma^6$. Expanding the exponential of the cubic and quartic terms, the relative correction of order $1/\tau$ is

$$-\frac{35}{64}\,\tau\cdot3\sigma^4+\frac12\cdot\frac{25}{64}\,\tau^2\cdot15\sigma^6
=\frac1\tau\left(-\frac{105}{144}+\frac{125}{144}\right)=\frac{5}{36\,\tau}.$$

The two contributions nearly cancel, which is why the formula works at moderate $\tau$. Numerical quadrature of the full average at $\tau=200$ gives 0.13882 for $\tau$ times the relative correction, against $5/36=0.13889$.

The second term of the expansion of $s$ has $2\tau^{3/2}$ in place of $\tau^{3/2}$ in its exponent, so its saddle lies at $2^{2/3}\tau$. Relative to the first term it is

$$2^{1/3}\exp\left[-3(2^{2/3}-1)\tau\right],$$

which is exponentially small.

### What "mainly" means

Taking the logarithm,

$$\ln\langle s\rangle=-3\tau+2\ln\tau+\ln\frac{8}{\sqrt3}+\dots$$

The first term wins when $\tau\gg1$, that is, when $kT\ll\pi^2Z^2\mathrm{Ry}^*$. It wins slowly: the ratio $-\ln\langle s\rangle/(3\tau)$ is 0.87 at $\tau=20$, 0.980 at 200 and 0.997 at 2000. The statement concerns the logarithm. In the coefficient itself, $\tau^2$ remains a large factor.

The temperature dependence is also softened. From $\tau\propto T^{-1/3}$ we have $d\tau/d\ln T=-\tau/3$, so

$$\frac{d\ln\langle s\rangle}{d\ln T}=\tau-\frac23+\frac{5}{108\,\tau}+\dots$$

The apparent activation energy of an Arrhenius plot is $kT$ times this, or $E_G-\tfrac23kT$ to leading order. It grows as $T^{2/3}$ when $\tau$ is large, so the plot is curved and no fixed barrier height can be read from it.

In the opposite limit, $\theta\ll1$, the exponential law fails. There $s\simeq1-\pi\eta$ for most carriers, and since $\langle x^{-1/2}\rangle=2/\sqrt\pi$,

$$\langle s\rangle\simeq1-\pi\sqrt\theta\cdot\frac{2}{\sqrt\pi}=1-2\sqrt{\pi\theta}.$$

Hot carriers hardly notice the charge, whereas the steepest-descent formula would wrongly tend to zero.

### A doubly negative acceptor

Take $m^*=0.2$, $\varepsilon=10$, $Z=2$ and a chosen $C_0=10^{-8}$ cm³/s. Then $\mathrm{Ry}^*=27.21$ meV and $a^*=2.65$ nm. At 300 K, $kT=25.85$ meV and

$$\theta=\frac{4\times27.21}{25.85}=4.21,\qquad \tau=(\pi^2\times4.21)^{1/3}=3.46 .$$

The most probable energy of the captured electrons is close to $E_G=3.464\times25.85=89.5$ meV, and the parabola gives a width of 39 meV. At this moderate $\tau$ the distribution has a tail towards high energies, so the mean energy is larger, about 112 meV. The average is

$$\langle s\rangle\simeq55.4\times3.07\times10^{-5}=1.70\times10^{-3}.$$

The factor $1+5/(36\tau)$ raises this to $1.770\times10^{-3}$; quadrature gives $1.773\times10^{-3}$. The exponential alone is too small by a factor of 58, so it cannot be used for an absolute value. Your substitution $E=kT$ does no better: it gives $2\pi\eta=2\pi\sqrt{4.21}=12.9$ and $s\simeq3\times10^{-5}$.

The capture coefficient is

$$C=10^{-8}\times1.77\times10^{-3}=1.8\times10^{-11}\ \text{cm}^3/\text{s}.$$

Dividing by the mean thermal speed, $2.41\times10^7$ cm/s, gives a cross-section of $7.4\times10^{-19}$ cm², or $7.4\times10^{-5}$ nm².

With $C_0$ held fixed, heating from 300 to 425 K multiplies the exponential by 3.12 and the prefactor by $43.9/55.4=0.79$. Their product is 2.48, and quadrature gives 2.49. The apparent activation energy is 57 meV at 200 K, 73 meV at 300 K and 89 meV at 425 K, although the model contains no fixed barrier of any such height.

The charge matters more than this change of temperature. At 300 K, again with $C_0$ fixed, quadrature gives $\langle s\rangle=3.4\times10^{-2}$, $1.8\times10^{-3}$ and $1.2\times10^{-4}$ for $Z=1,2,3$. For $Z=1$, where $\tau=2.18$, the steepest-descent value is 8% below the quadrature.

### Free carriers screen the defect

At distances small compared with the Debye length $L$, a screened potential is the Coulomb potential lowered by a constant:

$$\frac{Ze^2}{4\pi\varepsilon_0\varepsilon}\,\frac{e^{-r/L}}{r}\simeq\frac{Ze^2}{4\pi\varepsilon_0\varepsilon\,r}-\Delta,\qquad
\Delta=\frac{Ze^2}{4\pi\varepsilon_0\varepsilon L}.$$

Inside the barrier the electron behaves as if its energy were $E'=E+\Delta$. Farther out the potential changes slowly, so flux conservation makes the amplitude vary as the inverse square root of the local wave number. Let $A$ be the far amplitude of the solution with $u'(0)=1$, and $A'$ the far amplitude it would have in the unscreened potential at energy $E'$. With $k=\sqrt E$ and $k'=\sqrt{E'}$ (energies in $\mathrm{Ry}^*$), the conserved product of wave number and squared amplitude gives $kA^2=k'A'^2$. From $s=1/(kA)^2$ it follows that

$$s_{\rm scr}(E)=\frac{1}{k^2A^2}=\frac{k'}{k}\,\frac{1}{(k'A')^2}=\sqrt{\frac{E'}{E}}\;s(E'),$$

and hence

$$\int\sqrt E\,e^{-E/kT}s_{\rm scr}(E)\,dE\simeq e^{\Delta/kT}\int\sqrt{E'}\,e^{-E'/kT}s(E')\,dE' .$$

The lower limit, $E'=\Delta$, can be replaced by zero when $\Delta$ lies well below the contributing window. Weak screening therefore multiplies $\langle s\rangle$ by $e^{\Delta/kT}$.

At 300 K and $10^{16}$ electrons per cm³, $L=37.8$ nm and $\Delta=7.6$ meV. The estimate is 1.34, and integration of the screened radial equation gives 1.33. At $10^{17}$ cm⁻³ the estimate is 2.54 against 2.28. The estimate is too high because the next term of the expansion, proportional to $+r/(2L^2)$, raises the barrier again.

### Comparison with a real material

The mass and permittivity are roughly those of electrons in gallium nitride. The value of $C_0$ is only a choice: it depends on the defect, and $C$ is proportional to it. In doped material screening matters as well, and at $10^{17}$ cm⁻³ it moves the result by the factor 2.28 just found. That number is only indicative: a sphere of radius $L$ then holds less than one electron on average, and $\Delta$ is close to $kT$, so Debye's linear mean-field screening is at its limit. If the electrons follow the full Boltzmann factor around the defect, with a uniform positive background, the factor falls from 2.28 to about 1.9; at $10^{16}$ cm⁻³ it falls only from 1.33 to 1.27. Some other neglected effects, each taken alone at 300 K, are listed here with the factor by which they change $\langle s\rangle$, where one is given.

- **Degeneracy:** a factor 1.014 at $10^{17}$ cm⁻³.
- **Finite capture radius:** near the origin $u\simeq r+Zr^2$, so the density rises outwards. Sampling the $s$-wave density at 0.2 nm instead of at contact gives a factor 1.33; the higher partial waves raise it to 1.35.
- **Permittivity near the defect:** within one or two tenths of a nanometre the medium no longer screens with its macroscopic $\varepsilon$. If the carrier keeps its effective mass there, simple models of an unscreened core of radius 0.1 to 0.2 nm lower the contact density by a factor of about 3 to 25. The effective-mass picture itself fails on this scale: with the free-electron mass inside the core the same models give factors from about 50 to several thousand, so the size of the reduction is strongly model-dependent. Because it is short-ranged, this reduction depends little on the carrier energy and must be included in $C_0$.
- **Mass:** a 10% larger mass gives 0.76. This indicates the sensitivity to anisotropy but is no calculation of it. If 0.2 were a bare band mass, a weak-coupling polaron correction of 7.5% would give 0.81. That is a rough size, because $E_G$ nearly equals the assumed optical-phonon energy of 90 meV, while the correction belongs to slow electrons.
- **Carrier heating:** electrons at 330 K in a lattice at 300 K give 1.30.
- **Energy-dependent capture:** if $C_0$ grows by a factor $e$ every 0.5 eV, the result is 1.26 times the one obtained with its zero-energy value.

A multiphonon barrier would act through $C_0$. For 0.1 eV it would add a factor of 3.1 between 300 and 425 K, more than the Coulomb factor itself contributes. A measured temperature slope therefore cannot be assigned to the repulsion without knowing $C_0(T)$.

An applied field sets another limit. At $E_G$ the classical turning point lies 3.2 nm from the defect, and a field of 0.08 MV/cm changes the potential energy by $kT$ over that distance. The isotropic barrier used here needs fields well below this value. The thermal distribution can fail earlier still, since fields of several kV/cm may already heat the carriers noticeably above the lattice temperature. Reverse-biased gallium nitride junctions can reach fields of the order of 1 MV/cm, and there this thermal average should not be used.

The numerical output below lists the values for all three temperatures.

## Computed values

```
mass 0.2 m0, permittivity 10.0, Z = 2
C0 = 1.0e-08 cm^3/s
Ry* = 27.21 meV, a* = 2.646 nm
5/36 = 0.13889, from quadrature at tau=200: 0.13882
-ln<s>/(3 tau) at tau = 20, 200, 2000: 0.8745, 0.9798, 0.9972
T = 200 K: kT = 17.23 meV, theta = 6.316, tau = 3.965
  E_G = 68.3 meV, width = 28.0 meV
  exp(-3tau) = 6.826e-06, prefactor = 72.6
  <s>: steepest 4.956e-04, with 5/36 5.130e-04, quadrature 5.132e-04
  dln<s>/dlnT = 3.312, tau-2/3 = 3.298, E_act = 57.1 meV
  C = 5.13e-12 cm^3/s, speed = 1.96e+07 cm/s, sigma = 2.61e-19 cm^2
T = 300 K: kT = 25.85 meV, theta = 4.210, tau = 3.464
  E_G = 89.5 meV, width = 39.3 meV
  exp(-3tau) = 3.071e-05, prefactor = 55.4
  <s>: steepest 1.701e-03, with 5/36 1.770e-03, quadrature 1.773e-03
  dln<s>/dlnT = 2.815, tau-2/3 = 2.797, E_act = 72.8 meV
  C = 1.77e-11 cm^3/s, speed = 2.41e+07 cm/s, sigma = 7.37e-19 cm^2
T = 425 K: kT = 36.62 meV, theta = 2.972, tau = 3.084
  E_G = 112.9 meV, width = 52.5 meV
  exp(-3tau) = 9.592e-05, prefactor = 43.9
  <s>: steepest 4.214e-03, with 5/36 4.403e-03, quadrature 4.422e-03
  dln<s>/dlnT = 2.441, tau-2/3 = 2.417, E_act = 89.4 meV
  C = 4.42e-11 cm^3/s, speed = 2.86e+07 cm/s, sigma = 1.54e-18 cm^2
300 K, Z = 1: tau = 2.182, steepest 3.158e-02, quadrature 3.443e-02
300 K, Z = 2: tau = 3.464, steepest 1.701e-03, quadrature 1.773e-03
300 K, Z = 3: tau = 4.539, steepest 1.161e-04, quadrature 1.197e-04
Neglected effects at 300 K (factors on <s>):
band density of states Nc = 2.24e+18 cm^-3
n = 1e+16 cm^-3: Debye length 37.8 nm, Delta = 7.62 meV
  screening 1.327 (exp(Delta/kT) = 1.343), degeneracy 1.0014
n = 1e+17 cm^-3: Debye length 12.0 nm, Delta = 24.09 meV
  screening 2.280 (exp(Delta/kT) = 2.540), degeneracy 1.0142
density at 0.2 nm instead of contact: 1.333
mass +10%: 0.761
polaron: eps_inf 5.5, phonon 90 meV, alpha = 0.450
  mass factor 1.075, <s> factor 0.813, E_G/phonon = 0.99
carriers at 330 K: 1.301
C0 rising e-fold per 0.5 eV: 1.255
300 to 425 K: <s> grows 2.49 times;
  a 0.1 eV multiphonon barrier would add a factor 3.12
turning point at E_G: 3.22 nm; field for a drop of kT over it: 0.080 MV/cm
```
